# G0W0 self-energy in plane waves with W at irreducible q points

## The result

Consider a spin-unpolarized crystal with a gap, without magnetic field or spin-orbit coupling. It has $N$ cells of volume $\Omega$, periodic boundary conditions over $V=N\Omega$, and a uniform $\mathbf k$ mesh that contains $\Gamma$ and is mapped onto itself by the point group. In Hartree atomic units the $G_0W_0$ self-energy between Bloch states is

$$
\langle n\mathbf k|\Sigma(\omega)|n'\mathbf k\rangle=\frac{i}{2\pi V}\sum_{\mathbf q m}\sum_{\mathbf G\mathbf G'}\int d\omega'\,e^{i\omega'0^+}\frac{M^*_{mn}(\mathbf G)\,W_{\mathbf G\mathbf G'}(\mathbf q,\omega')\,M_{mn'}(\mathbf G')}{\omega+\omega'-\varepsilon_{m,\mathbf k-\mathbf q}\pm i0^+}\tag{1}
$$

with $+$ for empty and $-$ for occupied $m$. The oscillator matrix elements are

$$
M_{mn}(\mathbf k,\mathbf q,\mathbf G)=\langle m,\mathbf k-\mathbf q|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|n\mathbf k\rangle .\tag{2}
$$

The sum runs over the whole $\mathbf q$ mesh, but $W$ has to be computed at one $\mathbf q$ per star. The others follow from a space-group operation $S\mathbf r=R\mathbf r+\mathbf t$ and from time reversal:

$$
W_{R\mathbf G,R\mathbf G'}(R\mathbf q,z)=e^{-iR(\mathbf G-\mathbf G')\cdot\mathbf t}\,W_{\mathbf G\mathbf G'}(\mathbf q,z),\tag{3}
$$

$$
W_{-\mathbf G,-\mathbf G'}(-\mathbf q,z)=W_{\mathbf G'\mathbf G}(\mathbf q,z).\tag{4}
$$

If $R\mathbf q=\mathbf q'+\mathbf G_0$ with $\mathbf q'$ on the stored mesh, the left side of (3) is the element of $W(\mathbf q')$ with labels $R\mathbf G+\mathbf G_0$ and $R\mathbf G'+\mathbf G_0$, because the sum $\mathbf q+\mathbf G$ is what identifies a plane wave.

Equation (1) is derived first. Rules (3) and (4) are then derived twice, from $W$ as a function in real space and from the oscillator matrix elements.

## The self-energy matrix element

In time, $\Sigma(1,2)=iG_0(1,2)W(1^+,2)$. A product in time is a convolution in frequency:

$$
\Sigma(\mathbf r,\mathbf r';\omega)=\frac{i}{2\pi}\int d\omega_2\,e^{-i\omega_20^+}G_0(\mathbf r,\mathbf r';\omega-\omega_2)W(\mathbf r,\mathbf r';\omega_2).
$$

Put $\omega_2=-\omega'$. With time-reversal symmetry $W$ is even in frequency, as (9) below shows explicitly, so $W(-\omega')=W(\omega')$. Now insert

$$
G_0(\mathbf r,\mathbf r';\omega)=\sum_{m\mathbf p}\frac{\psi_{m\mathbf p}(\mathbf r)\psi^*_{m\mathbf p}(\mathbf r')}{\omega-\varepsilon_{m\mathbf p}\pm i0^+},
$$

$$
W(\mathbf r,\mathbf r')=\frac1V\sum_{\mathbf q\mathbf G\mathbf G'}e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}\,W_{\mathbf G\mathbf G'}(\mathbf q)\,e^{-i(\mathbf q+\mathbf G')\cdot\mathbf r'}.\tag{5}
$$

The double integral over $\psi^*_{n\mathbf k}(\mathbf r)\,\Sigma\,\psi_{n'\mathbf k}(\mathbf r')$ splits into two single ones. The integral over $\mathbf r'$ is

$$
\int d\mathbf r'\,\psi^*_{m\mathbf p}(\mathbf r')\,e^{-i(\mathbf q+\mathbf G')\cdot\mathbf r'}\,\psi_{n'\mathbf k}(\mathbf r').
$$

It vanishes unless $\mathbf p=\mathbf k-\mathbf q$ up to a reciprocal lattice vector, and is then $M_{mn'}(\mathbf G')$. The integral over $\mathbf r$ is the complex conjugate of the same expression with $n$ and $\mathbf G$, which gives $M^*_{mn}(\mathbf G)$. This is (1).

With $\psi_{n\mathbf k}=V^{-1/2}\sum_{\mathbf G}c_{n\mathbf k}(\mathbf G)e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$, the exponential in (2) lowers the wave vector $\mathbf k+\mathbf G''$ to $\mathbf k-\mathbf q+(\mathbf G''-\mathbf G)$. Orthogonality selects $\mathbf G''=\mathbf G'+\mathbf G$:

$$
M_{mn}(\mathbf k,\mathbf q,\mathbf G)=\sum_{\mathbf G'}c^*_{m,\mathbf k-\mathbf q}(\mathbf G')\,c_{n\mathbf k}(\mathbf G'+\mathbf G).\tag{6}
$$

If $\mathbf k-\mathbf q=\mathbf k'+\mathbf g$ and states are stored at $\mathbf k'$, then $c_{m,\mathbf k-\mathbf q}(\mathbf G')=c_{m\mathbf k'}(\mathbf G'+\mathbf g)$. Renaming $\mathbf H=\mathbf G'+\mathbf g$ turns the second factor into $c_{n\mathbf k}(\mathbf H+\mathbf G-\mathbf g)$.

## First derivation: $W$ as a function in real space

**Space group.** The one-electron Hamiltonian commutes with $S$, and the bare interaction depends on distance alone. If a test charge is moved by $S$, the charge it induces moves with it, so

$$
W(S\mathbf r,S\mathbf r';z)=W(\mathbf r,\mathbf r';z).
$$

Expand the left side by (5) and name its wave vectors $R(\mathbf q+\mathbf G)$ and $R(\mathbf q+\mathbf G')$, which is allowed because $R$ permutes the set of all plane waves. Since $R\mathbf a\cdot R\mathbf b=\mathbf a\cdot\mathbf b$,

$$
e^{iR(\mathbf q+\mathbf G)\cdot(R\mathbf r+\mathbf t)}=e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}\,e^{iR(\mathbf q+\mathbf G)\cdot\mathbf t}.
$$

The second exponential gives the conjugate phase with $\mathbf G'$, and $\mathbf q$ drops out of the product. Comparing coefficients with the right side,

$$
W_{\mathbf G\mathbf G'}(\mathbf q)=e^{iR(\mathbf G-\mathbf G')\cdot\mathbf t}\,W_{R\mathbf G,R\mathbf G'}(R\mathbf q),
$$

which is (3).

**Time reversal.** Without magnetic field and spin-orbit coupling the Hamiltonian of the periodic crystal is real, so its eigenfunctions $\varphi_i$ on the volume $V$ can be chosen real. The response $\chi_0$ is then a sum of terms $\varphi_i(\mathbf r)\varphi_j(\mathbf r)\varphi_i(\mathbf r')\varphi_j(\mathbf r')$ with frequency-dependent weights, and is symmetric in $\mathbf r,\mathbf r'$. In the random-phase approximation (RPA) $W=(1-v\chi_0)^{-1}v$. Transposition gives $W^T=v(1-\chi_0v)^{-1}$, and because $v(1-\chi_0v)=(1-v\chi_0)v$ this equals $W$. Hence $W(\mathbf r,\mathbf r';z)=W(\mathbf r',\mathbf r;z)$.

Write $\mathbf K=\mathbf q+\mathbf G$. Exchanging the arguments in (5) gives terms $e^{-i\mathbf K'\cdot\mathbf r}\,W(\mathbf K,\mathbf K')\,e^{i\mathbf K\cdot\mathbf r'}$. Renaming $\mathbf K'=-\mathbf L$ and $\mathbf K=-\mathbf L'$ restores the form of (5) with coefficient $W(-\mathbf L',-\mathbf L)$. Thus $W(\mathbf L,\mathbf L')=W(-\mathbf L',-\mathbf L)$, which is (4).

## Second derivation: oscillator matrix elements

**The response.** Apply a potential $u(\mathbf r)e^{-izt}$. The first-order density matrix obeys $i\dot\rho=[h,\rho]+[u,\rho_0]$, whose elements are

$$
z\rho_{ji}=(\varepsilon_j-\varepsilon_i)\rho_{ji}+(f_i-f_j)u_{ji}.
$$

The induced density is $2\sum_{ij}\psi_i^*\psi_j\,\rho_{ji}$, with 2 for spin. Therefore

$$
\chi_0(\mathbf r,\mathbf r';z)=2\sum_{ij}(f_i-f_j)\frac{\psi_i^*(\mathbf r)\psi_j(\mathbf r)\,\psi_j^*(\mathbf r')\psi_i(\mathbf r')}{z-(\varepsilon_j-\varepsilon_i)}.\tag{7}
$$

Project on plane waves as in (5), with $j$ at $\mathbf k$ and $i$ at $\mathbf k-\mathbf q$. The numerator becomes $M_{ij}(\mathbf G)M^*_{ij}(\mathbf G')/V$. Let $\Delta>0$ be the energy of the empty state minus that of the occupied one. Occupied $i$ gives the weight $1/(z-\Delta)$, empty $i$ gives $-1/(z+\Delta)$.

Time reversal joins the two. As $\psi^*$ is an eigenstate at the opposite wave vector,

$$
\langle v,\mathbf k-\mathbf q|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|c\,\mathbf k\rangle=\langle c^*|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|v^*\rangle,\tag{8}
$$

where $v^*$ lies at $\tilde{\mathbf k}=\mathbf q-\mathbf k$ and $c^*$ at $-\mathbf k=\tilde{\mathbf k}-\mathbf q$. The right side is an element of the other ordering with the same $\Delta$. Summing over the mesh and using $1/(z-\Delta)-1/(z+\Delta)=2\Delta/(z^2-\Delta^2)$,

$$
\chi^0_{\mathbf G\mathbf G'}(\mathbf q,z)=\frac2V\sum_{\mathbf kcv}M_{cv}(\mathbf G)M^*_{cv}(\mathbf G')\frac{2\Delta}{z^2-\Delta^2}.\tag{9}
$$

The $W$ in (1) is time-ordered. Its response $-iG_0G_0$ inherits the $\pm i0^+$ of $G_0$ and has the weights $1/(\omega-\Delta+i0^+)$ and $-1/(\omega+\Delta-i0^+)$, which is (9) at $z^2=\omega^2+i0^+$. It depends on $\omega^2$ only, which is the evenness used for (1), and a pole at $z^2=\Omega^2$ appears at $\omega=\pm(\Omega-i0^+)$. The screened interaction is

$$
W=v^{1/2}\left(1-v^{1/2}\chi^0v^{1/2}\right)^{-1}v^{1/2},\tag{10}
$$

which equals $(1-v\chi^0)^{-1}v$ because $(1-v\chi^0)v^{1/2}=v^{1/2}(1-v^{1/2}\chi^0v^{1/2})$.

**Space group.** The function $\psi_{n\mathbf k}(S^{-1}\mathbf r)$ is an eigenstate at $R\mathbf k$ with the same energy. Substituting $\mathbf r=S\mathbf r'$ in (2),

$$
M(R\mathbf k,R\mathbf q,R\mathbf G)=e^{-iR(\mathbf q+\mathbf G)\cdot\mathbf t}\,M(\mathbf k,\mathbf q,\mathbf G),\tag{11}
$$

up to unitary mixing within degenerate levels. In (9) all members of a level carry the same $\Delta$, so the mixing drops out if levels are kept whole. The sum over $R\mathbf k$ is the sum over $\mathbf k$ reordered. With the diagonal matrix $D_{\mathbf G}=e^{-iR(\mathbf q+\mathbf G)\cdot\mathbf t}$ the response becomes $D\chi^0D^\dagger$. Since $v$ depends on $|\mathbf q+\mathbf G|$ it keeps its values and commutes with $D$, and (10) gives $DWD^\dagger$. This is (3).

**Time reversal.** Conjugating both states in (2) gives $M(-\mathbf k,-\mathbf q,-\mathbf G)=M^*(\mathbf k,\mathbf q,\mathbf G)$. Then $\chi^0_{-\mathbf G,-\mathbf G'}(-\mathbf q)$ contains $M^*(\mathbf G)M(\mathbf G')$ with the weight unchanged, which is $\chi^0_{\mathbf G'\mathbf G}(\mathbf q)$. Equation (10) turns a transposed $\chi^0$ into a transposed $W$, which is (4).

The weight in (9) is not conjugated, so (4) is a transpose. From (9), $W^\dagger(z)=W(z^*)$. On the imaginary axis $z^2$ is real and $W$ is Hermitian, so there conjugation gives the same matrix. At a general complex $z$ it does not.

## What each derivation assumes

The first derivation of (3) uses only the invariance of $W$ in real space. It therefore holds beyond the RPA, for any $W$ that respects the crystal symmetry. Its argument for (4) used the RPA form. It speaks of complete functions of position, however, and says nothing about a truncated calculation.

The second derivation is tied to (9) and (10), but shows what a finite calculation must respect for the rules to hold without truncation error:

- The $\mathbf k$ mesh is mapped onto itself.
- Band sums do not cut through a degenerate level.
- Wave functions are cut off by $|\mathbf k+\mathbf G|$ and $W$ by $|\mathbf q+\mathbf G|$. A sphere in $|\mathbf G|$ is not carried into itself when $\mathbf G_0\ne0$.

Both need time-reversal symmetry for (4). If a magnetic field removes it, (4), the joined form (9) and the evenness behind (1) are no longer justified. For a metal, (9) also lacks the transitions within partly filled bands.

## When the q sum itself can be shortened

Let $C_{nn'}(\mathbf k,\mathbf q)$ be the contribution of one $\mathbf q$ to (1). Under $S$ the phases of (11) cancel those of (3), leaving $C(R\mathbf k,R\mathbf q)=U^\dagger C(\mathbf k,\mathbf q)U$, with $U$ the mixing of degenerate external states. The rotation changes $\mathbf k$ as well as $\mathbf q$, so the members of a star contribute differently to a general $\mathbf k$.

If $R\mathbf k=\mathbf k$ up to a reciprocal vector, $\mathbf q$ and $R\mathbf q$ give the same trace over a complete degenerate level, because a trace is unaffected by $U$. Time reversal gives $C_{nn'}(-\mathbf k,-\mathbf q)=C_{n'n}(\mathbf k,\mathbf q)$, again with equal trace. It may be used, alone or with a rotation, when the combined operation returns $\mathbf k$. Star weights are thus allowed for these operations and for traces.

## The frequency integral

Split $W=v+W^c$. For the bare part, $e^{i\omega'0^+}$ lets the contour close in the upper half-plane. An occupied state has its pole there, at $\omega'=\varepsilon_m-\omega+i0^+$, and an empty one does not. The factor $(i/2\pi V)(2\pi i)=-1/V$ gives the exchange part

$$
\Sigma^x_{nn}=-\frac1V\sum_{\mathbf q\mathbf G}\sum_{m\,\rm occ}|M_{mn}(\mathbf G)|^2\,v(\mathbf q+\mathbf G).
$$

For $W^c$, which falls off as $\omega'^{-2}$, the convergence factor is not needed. Let $\omega$ lie in the gap. The poles of $W^c$ at positive frequency lie just below the real axis, those at negative frequency just above. The poles of $G_0$ are at $\varepsilon_m-\omega$: negative and just above the axis for occupied $m$, positive and just below for empty $m$. The first and third quadrants are free of poles, so the contour can be turned to $\omega'=iy$. With $E=\omega-\varepsilon_m$ the prefactor is $(i/2\pi V)\,i=-1/2\pi V$, and $1/(E+iy)=(E-iy)/(E^2+y^2)$. The part odd in $y$ cancels because $W^c$ is even:

$$
\Sigma^c_{nn}(\omega)=-\frac1{\pi V}\sum_{\mathbf qm}\int_0^\infty dy\,\frac{E}{E^2+y^2}\,M^\dagger W^c(iy)M .\tag{12}
$$

As $\omega$ approaches a band edge from inside the gap, $E$ tends to zero for the edge state and for every state with the same energy, such as the other members of its star, and for these the kernel becomes a spike. Subtract $W^c(0)$ under the integral and add it back with $\int_0^\infty E\,dy/(E^2+y^2)=\tfrac\pi2\,{\rm sgn}\,E$. The remaining integrand is bounded and of order $E$, so it vanishes as $E\to0$; ${\rm sgn}\,E$ keeps its value from inside the gap, and the added term is $-\tfrac1{2V}\,{\rm sgn}(E)\,M^\dagger W^c(0)M$. Outside the gap, poles are crossed and their residues must be added to (12).

If every relevant $|E|$ is small compared with the frequencies on which $W^c$ varies, only the added term survives. This is the static limit: $-\tfrac12W^c(0)$ for occupied and $+\tfrac12W^c(0)$ for empty intermediate states. On the imaginary axis (9) is negative semidefinite, so by (10) $W^c$ is too. Occupied states therefore push $\Sigma^c$ up and empty states push it down.

## A crystal with a fourfold screw axis

The model has four Gaussian wells in a tetragonal cell with $a=9$ and $c=13$ bohr, related by a quarter turn and a shift $\mathbf t=(0,0,c/4)$. There is no inversion centre. Four bands are filled and the mesh is $3\times3\times3$. The gap between the highest filled and lowest empty level on this mesh is 0.415 Ha, and the band edges below are these mesh levels. The cutoffs are small, and all numbers belong to this model, not to a converged limit.

**Stars.** The screw axis reduces 27 points to 9, namely three in-plane classes for each of three $q_z$. Time reversal, combined with the half turn, joins $q_z$ and $-q_z$ and leaves $3\times2=6$. The star sizes add up: $1+2+4+8+4+8=27$.

**One element.** Take the static $W$ ($z=0$) with $\mathbf q=(0,1,1)/3$, $\mathbf G=0$ and $\mathbf G'=(1,0,-1)$ in reciprocal lattice units. The quarter turn $(x,y,z)\to(-y,x,z)$ sends $\mathbf G-\mathbf G'=(-1,0,1)$ to $(0,-1,1)$. The phase is $e^{-i(2\pi/c)(c/4)}=-i$, and rule (3) predicts

$$
-i\,(0.3506-0.1859i)=-0.1859-0.3506i\ \text{Ha bohr}^3,
$$

which is the value computed directly at the rotated point. That point is $(-1,0,1)/3$, stored as $(2,0,1)/3$ with $\mathbf G_0=(-1,0,0)$. Over the whole mesh, unfolded and direct $W^c$ agree to rounding. Omitting the phase gives errors up to 0.31 of the largest element of $W^c$ at the same $\mathbf q$. Omitting the transpose gives up to 0.24.

**The interaction at small q.** To keep $v$ finite at $\mathbf q=0$, the interaction is cut off at the radius $R_c=18.93$ bohr of a sphere of volume $V$. Then $v(K)=4\pi(1-\cos KR_c)/K^2$ and $v(0)=2\pi R_c^2$. With $V=4\pi R_c^3/3$ the head is $v(0)/V=3/(2R_c)=0.079$ Ha, which decreases as $N^{-1/3}$ when the supercell grows in proportion. At $\mathbf q=0$, $\mathbf G=0$ orthogonality makes $M_{cv}=0$, so this head is unscreened and the static ratio $W_{00}/v_{00}$ is 1. The weight of this unscreened head falls only as $N^{-1/3}$. Its decay does not make $W$ tend to that of the full Coulomb interaction: at $K\ne0$ the factor $1-\cos KR_c$ keeps oscillating between 0 and 2 as $R_c$ grows, and $W$ is nonlinear in $v$, so the oscillation need not average out in $W^c$.

The ratio is also close to 1, namely 0.99965, at $(1,1,0)/3$. There $K=\sqrt2\,(2\pi/27)=0.329$ bohr$^{-1}$ and $KR_c=6.23$, close to $2\pi$, so $v$ nearly vanishes. Since $W=v+v\chi^0v+\dots$, the ratio tends to 1 with $v_{00}$. These ratios should not be read as inverse dielectric constants of the crystal with the full Coulomb interaction.

**Self-energies.** The exchange sum is cut at the same $|\mathbf q+\mathbf G|$ as $W$, so it leaves out the short-wavelength part of the bare exchange; including all plane waves the wave-function basis can couple would lower $\Sigma^x$ by a further 0.034 Ha at the valence edge and 0.017 Ha at the conduction edge. At the valence edge $\Sigma^x=-0.515$ Ha and $\Sigma^c=+0.022$ Ha, in total $-0.493$ Ha or $-13.4$ eV. The unscreened head supplies $-0.079$ Ha of the exchange, through $m=n$ with $M=1$. At the conduction edge $-0.066-0.052$ gives $-0.119$ Ha, or $-3.2$ eV, after rounding the unrounded sum. The net signs of $\Sigma^c$ show that occupied intermediate states prevail at the valence edge and empty ones at the conduction edge. The sizes depend on the truncated interaction and on the cutoff of $W$: with $4\pi/K^2$ at $K\ne0$ they become $+0.010$ and $-0.036$ Ha, and with $W$ cut at 0.55 Ha instead of 0.8 Ha they become $+0.030$ and $-0.047$ Ha, the signs unchanged. These are matrix elements of $\Sigma$, not quasiparticle shifts: a shift requires subtracting the exchange-correlation potential already in the one-electron Hamiltonian, and the model potential has no such separate part.

**Shortening the q sum.** At $\mathbf k=(1,0,0)/3$ the operations that return $\mathbf k$ leave 18 $\mathbf q$ points, not 6. With $\omega$ at midgap, using the six full-star weights there changes the trace of $\Sigma$ over the four valence bands by $1.4\times10^{-3}$ Ha when the first-listed member of each star is kept; size and sign depend on which members are chosen. At $\Gamma$ the six points suffice for the trace over a degenerate valence pair, while one member taken alone is wrong by $4\times10^{-5}$ Ha for the pair of states the diagonalization happened to return; this value depends on the choice of basis within the pair and on the star members kept, and other choices give errors of order $10^{-3}$ Ha. The trace stays exact to rounding. The numerical output gives the remaining checks.

## Calculated quantities

```
cell a, c: 9.0, 13.0 bohr; well depth 2.0 Ha, width 1.5 bohr
first well at fractional (0.30, 0.15, 0); filled bands: 4
cutoffs: waves 1.6 Ha, W 0.8 Ha
plane waves per k: 100 to 108
vectors G in W per q: 33 to 39
interaction cutoff radius: 18.934 bohr
q=0 head of v divided by V: 0.07922 Ha
valence edge -0.74169 Ha at k = [0 0 0]/3
conduction edge -0.32707 Ha at k = [2 1 0]/3
model gap: 0.41462 Ha = 11.282 eV
q points: mesh 27, screw axis only 9, with time reversal 6
  q = [0 0 0]/3: star size 1, static W_00/v_00 = 1.00000
  q = [0 0 1]/3: star size 2, static W_00/v_00 = 0.61212
  q = [0 1 0]/3: star size 4, static W_00/v_00 = 0.72673
  q = [0 1 1]/3: star size 8, static W_00/v_00 = 0.90884
  q = [1 1 0]/3: star size 4, static W_00/v_00 = 0.99965
  q = [1 1 1]/3: star size 8, static W_00/v_00 = 0.95025
W^c(K,K') at K=[0 1 1]/3, K'=[ 3  1 -2]/3: 0.35059-0.18591j Ha bohr^3
phase factor of the screw rotation: 0.000-1.000j
W^c(RK,RK') computed directly: -0.18591-0.35059j Ha bohr^3
valence edge: Sigma_x -0.51525 Ha, Sigma_c 0.02212 Ha, sum -0.49314 Ha = -13.419 eV
conduction edge: Sigma_x -0.06630 Ha, Sigma_c -0.05237 Ha, sum -0.11866 Ha = -3.229 eV
ring integral minus oscillator formula: 5.6e-16 (atomic units)
oscillator, quadrature minus plane waves: 1.3e-16 (no unit)
contour rotation error: 7.1e-16 (no unit)
12-point frequency rule, worst error: 4.0e-05 (no unit)
chi0, two orderings minus joined form: 3.8e-16 (relative)
band energies within a star differ by: 2.3e-15 Ha
W unfolded minus direct: 2.0e-15 (relative)
  same, phase omitted: 3.1e-01 (relative)
  same, phase sign reversed: 3.1e-01 (relative)
  same, transpose omitted: 2.4e-01 (relative)
Sigma_c, unfolded minus direct W: 3.5e-18 Ha
little-group q sum, valence trace error: 3.2e-16 Ha
q points for k=[1 0 0]/3 under its little group: 18
degenerate pair at Gamma, trace error: 1.6e-17 Ha
  one member alone, error: 3.9e-05 Ha
full-star weights misused at k=[1 0 0]/3, trace error: 1.4e-03 Ha
```
